# Drift of a Spherical Void by Surface and Vapour Transport, part 1

(Sections cited here and not found follow in the second part.)

## 1. A box-shaped void

Take a closed cavity in a solid, shaped as a square box. Two faces of area $w^2$ stand across the temperature gradient, a distance $h$ apart, and four side walls run along it. One end face is hot and the other is cold. Let the temperature gradient along the cavity be $G_i$, so that the end faces differ by $G_i h$.

Suppose that atoms leave the hot face and settle on the cold one. The hot face then recedes into the solid, and the cold face grows into the cavity. Both faces move toward the hot side by the same amount, because no atoms are lost. The cavity has moved up the temperature gradient although the solid around it has stayed at rest.

The speed follows from a count of atoms. If $I$ atoms per second pass from one end to the other, and each occupies a volume $\Omega$ in the solid, the end faces move at

$$V=\frac{\Omega I}{w^2}.$$

The current $I$ depends on the route.

1. **Along the side walls.** Let $J$ be the number of atoms crossing unit length of wall per second. The four walls have total width $4w$, so $I=4wJ$ and $V=4\Omega J/w$. If the atoms are spread evenly over the end faces, the box keeps its shape. At fixed $G_i$ the flux $J$ does not depend on the size of the box, so the speed falls as the inverse of the size.

2. **As vapour through a vacuum.** Take the gap to be wide, $w\gg h$, so that the side walls hardly matter, and let every arriving atom stick. Each end face emits $\Phi(T)$ atoms per unit area and time, and the other face receives them. The net current is $I=w^2(d\Phi/dT)G_ih$, and $V=\Omega(d\Phi/dT)G_ih$. The speed grows in proportion to the gap.

3. **As vapour diffusing through a gas.** If the gas limits the transport, the flux is proportional to the gradient of vapour pressure, which is $(dp/dT)G_i$. The gap $h$ drops out, and the speed does not depend on size.

Three routes thus give the powers $-1$, $+1$ and $0$ of the size. "Vapour transport" alone does not name a size law, since one must also say whether the vapour flies freely or diffuses. For a sphere the same powers will appear, and what remains is to find the temperature on the curved wall, the numerical factors, and the conditions under which a sphere remains a sphere.

## 2. The model and its conventions

A single spherical void of radius $R$ lies in a large isotropic solid. Far from the void the temperature gradient is uniform, of magnitude $G$, and points along $+z$. The origin is at the centre of the void, $r$ is the distance from it, and $\theta$ is the angle from the $z$ axis. The hot pole is at $\theta=0$. A positive speed $V$ means motion toward the hot side, measured relative to the lattice of the solid.

The following assumptions hold throughout.

- The void moves so slowly that temperature and concentrations take their steady values at each instant.
- The temperature difference across the void is small enough that all quantities may be expanded to first order in $G$. The symbol $T$, when it stands in a coefficient, is the temperature at the centre of the void.
- The wall is isotropic. It has no facets, and its surface tension $\gamma$ and its diffusivity do not depend on orientation.
- Transport through the lattice is left out of the derivation. Its size is worked out in section 12, and it turns out to matter.

Boltzmann's constant is $k$.

## 3. The temperature on the wall

Steady heat flow in a uniform medium requires $\nabla^2T=0$. The far field varies as $r\cos\theta$, so we try solutions of the form $r^n\cos\theta$. Inserting this in the Laplace equation gives

$$n(n+1)-2=0,\qquad n=1\ \text{or}\ n=-2.$$

Inside the void the second solution is excluded, since it diverges at the centre. Outside, the coefficient of $r\cos\theta$ must be $G$. Hence

$$T_{\rm in}=T+G_i\,r\cos\theta,\qquad
T_{\rm out}=T+\left(Gr+\frac{B}{r^2}\right)\cos\theta .$$

Let the solid have thermal conductivity $k_s$ and the void $k_v$. At $r=R$ the temperature is continuous:

$$G_i=G+\frac{B}{R^3}.$$

The radial heat flow is also continuous:

$$k_vG_i=k_s\left(G-\frac{2B}{R^3}\right).$$

The first condition gives $B/R^3=G_i-G$. Putting this in the second gives $k_vG_i=k_s(3G-2G_i)$, so that

$$G_i=\beta G,\qquad \beta=\frac{3k_s}{2k_s+k_v}.$$

The wall therefore has the temperature

$$T_w(\theta)=T+\beta GR\cos\theta. \tag{1}$$

If the void conducts as well as the solid, $\beta=1$ and the far field is undisturbed. If the void does not conduct, $\beta=3/2$. Heat must then flow around the void, and the wall has a larger temperature difference than the same two points would have in the intact solid. A numerical solution of the heat equation for a void of negligible conductivity gave $\beta=1.50000$.

The heat carried by moving atoms has been ignored in this balance. Radiation across the void has the form of an added conductivity and is sized in section 13.

## 4. How the wall must move

Let the sphere shift by a small distance $V\,dt$ along $z$. A point of the new wall at angle $\theta$ lies at $r=R+V\,dt\cos\theta$, to first order in the shift. The wall therefore moves along its outward radial direction at the speed

$$v_n=V\cos\theta. \tag{2}$$

Conversely, if a transport process gives a $v_n$ proportional to $\cos\theta$, the sphere moves as a whole and keeps its form.

For a more general $v_n$ that conserves the volume, the speed of the centroid serves as the definition of $V$. The integral of $z$ over the void changes at the rate $\oint z\,v_n\,dA$. Division by the volume gives

$$V=\frac{3}{4\pi R^3}\oint z\,v_n\,dA. \tag{3}$$

With $z=R\cos\theta$ and $v_n=V\cos\theta$ the integral is $VR^3\oint\cos^2\theta\,d\omega$, where $d\omega$ is the element of solid angle. Since $\oint\cos^2\theta\,d\omega=4\pi/3$, the right side of (3) is indeed $V$.

The wall moves because atoms leave it or arrive at it. Let $j$ be the net number of atoms removed per unit area and time. Removal makes the void larger at that place, so the wall moves outward, into the solid, and

$$v_n=\Omega j. \tag{4}$$

This fixes the sign for all routes: net loss of atoms at the hot pole and net gain at the cold pole give $V>0$.

## 5. The flux of atoms along the wall

We assume that atoms move over the surface as adatoms, that is, atoms which have left their sites at steps and lie on top of the terraces. Motion by surface vacancies is left out. Let $n_a$ be their number per unit area and $D_a$ their diffusivity. A temperature gradient acts on them in two ways.

First, it sets up a gradient of concentration. If the steps exchange atoms with the terraces quickly, $n_a$ has its equilibrium value at the local temperature, $n_a\propto e^{-E_f/kT}$, where $E_f$ is the energy needed to form an adatom. The weak temperature dependence of the prefactor is neglected. Then

$$\nabla_sn_a=\frac{n_aE_f}{kT^2}\nabla_sT,$$

where $\nabla_s$ is the gradient along the surface.

Secondly, a temperature gradient can bias the jumps even where the concentration is uniform. This effect is expressed by the heat of transport $q^*$, defined through

$$\mathbf J=-D_a\left(\nabla_sn_a+\frac{n_aq^*}{kT^2}\nabla_sT\right).$$

With this convention a positive $q^*$ drives adatoms toward the cold side. Substitution of the concentration gradient gives

$$\mathbf J=-\frac{n_aD_a\,(E_f+q^*)}{kT^2}\nabla_sT .$$

It is convenient to refer the flux to all surface sites and not to the adatoms alone. Let $\nu$ be the number of sites per unit area and define the surface diffusivity $D_s$ by $\nu D_s=n_aD_a$. With $Q_s=E_f+q^*$,

$$\mathbf J=-M\nabla_sT,\qquad M=\frac{\nu D_sQ_s}{kT^2}. \tag{5}$$

The heat that enters the drift is thus the sum $Q_s$. If a heat of transport is quoted for a surface, one must know whether it already includes $E_f$.

## 6. The speed from surface diffusion

Along the wall the temperature (1) changes only with $\theta$, and distance along a meridian is $R\,d\theta$. Therefore

$$(\nabla_sT)_\theta=\frac1R\frac{dT_w}{d\theta}=-\beta G\sin\theta,
\qquad J_\theta=M\beta G\sin\theta .$$

For $M>0$ the flux points toward larger $\theta$, from the hot pole to the cold pole. In the coefficient $M$ the temperature variation may be dropped, since it would multiply a quantity already of first order in $G$.

The number of atoms removed per unit area is the surface divergence of the flux:

$$j=\frac{1}{R\sin\theta}\frac{d}{d\theta}(\sin\theta\,J_\theta)
=\frac{M\beta G}{R\sin\theta}\,2\sin\theta\cos\theta
=\frac{2M\beta G}{R}\cos\theta .$$

This has the angular form required by (2). To first order in $G$, surface diffusion moves the sphere without changing its shape. From (2) and (4), $V=2\Omega M\beta G/R$. With the layer thickness $\delta=\Omega\nu$ we obtain

$$\boxed{V_s=\frac{2\beta\,\delta D_sQ_s}{kT^2}\,\frac{G}{R}} \tag{6}$$

The factor 2 can be traced by a count over the hot hemisphere. At the equator the flux is $M\beta G$ and the boundary has length $2\pi R$, so $2\pi RM\beta G$ atoms leave the hemisphere per second. When the void advances at speed $V$, it sweeps out solid at the rate $\pi R^2V$, which contains $\pi R^2V/\Omega$ atoms per second. Equating the two gives $V=2\Omega M\beta G/R$ again. The inverse dependence on $R$ is the ratio of a perimeter, through which the atoms pass, to an area, which they must cover.

The sign of $V_s$ is that of $Q_s$. A void goes to the hot side if $E_f+q^*>0$. A heat of transport that is negative and larger in magnitude than $E_f$ reverses the motion.

## 7. Does surface tension change the result?

An atom added to the wall reduces the void volume by $\Omega$. For a sphere, area and volume are related by $dA=(2/R)\,d({\rm volume})$, so the surface energy falls by $2\Omega\gamma/R$. The adatom density is accordingly multiplied by $\exp[-2\Omega\gamma/(RkT)]$. This has two effects.

It lowers the density by the relative amount $2\Omega\gamma/(RkT)$ when that quantity is small. It also alters the temperature slope of $\ln n_a$, since with $\gamma'=d\gamma/dT$

$$\frac{d}{dT}\left(-\frac{2\Omega\gamma}{RkT}\right)=\frac{2\Omega(\gamma-T\gamma')}{RkT^2}.$$

By comparison with $E_f/kT^2$, this adds $2\Omega(\gamma-T\gamma')/R$ to $Q_s$.

For the example of the next section, with $\gamma=2\ \mathrm{J/m^2}$, $\gamma'=-2\times10^{-4}\ \mathrm{J/(m^2K)}$ and $R=1\ \mu$m, the first effect is about $-0.22\,\%$ and the second $+0.04\,\%$ of the speed. The computed change is $-0.18\,\%$. Both effects fall as $1/R$, so (6) is safe from this side for larger voids.

## 8. Numbers for the surface route

The example uses rough parameters in the regime of niobium at 2400 K, which is hot enough for a refractory metal to evaporate perceptibly. They are

- $G=10$ K/mm, $kT=0.2068$ eV, $\beta=3/2$;
- $\Omega=0.018\ \mathrm{nm^3}$, $\delta=0.262$ nm, $D_s=10^{-5}\ \mathrm{cm^2/s}$;
- $E_f=1.0$ eV and $q^*=0.4$ eV, hence $Q_s=1.4$ eV.

The two energies are model choices, not measured values. We first form

$$\frac{Q_s}{kT^2}=\frac{1.4}{0.2068\times2400}\ \mathrm{K^{-1}}
=2.82\times10^{-3}\ \mathrm{K^{-1}}.$$

For $R=1\ \mu$m, in SI units, with $G=10^4$ K/m and $D_s=10^{-9}\ \mathrm{m^2/s}$,

$$V_s=\frac{3(2.62\times10^{-10})(10^{-9})(2.82\times10^{-3})(10^4)}{10^{-6}}
=2.2\times10^{-11}\ \mathrm{m/s},$$

which is 80 nm/h. At 10 µm the speed is 8.0 nm/h, and at 100 µm it is 0.80 nm/h.

The linear expansion was tested with these parameters and an adatom migration energy of 0.4 eV. The full Arrhenius dependence of $n_a$ and $D_a$ was kept along the wall, and the speed was found from (3). For radii from 1 to 100 µm the computed exponent of $R$ was $-1.0000$.

# Second half: vapour transport and the comparison

## 9. What is carried over

A void of radius $R$ lies in a solid with far gradient $G$ toward $+z$. Its wall temperature is $T+\beta GR\cos\theta$, where $\beta=3/2$ for a void that does not conduct heat. If $j$ atoms are removed from the wall per unit area and time, each of volume $\Omega$, the wall moves into the solid at $v_n=\Omega j$. A sphere moving at speed $V$ has $v_n=V\cos\theta$, with $V>0$ toward the hot side. Surface diffusion gives

$$V_s=\frac{2\beta\delta D_sQ_s}{kT^2}\frac GR,$$

where $\delta$ is the thickness of the surface layer, $D_s$ the surface diffusivity and $Q_s$ the effective surface heat. The example has $T=2400$ K, $kT=0.2068$ eV and $G=10$ K/mm, and $V_s=79.8$ nm/h at $R=1\ \mu$m.

## 10. Vapour in an empty void

Let the void contain nothing but the vapour of the solid, taken to consist of single atoms of mass $m$. The atoms fly from wall to wall without meeting one another, which requires a mean free path much longer than $2R$.

In equilibrium at temperature $T$ and vapour pressure $p(T)$, kinetic theory gives the number of atoms striking unit area per unit time as

$$\Phi(T)=\frac{p(T)}{\sqrt{2\pi mkT}}.$$

Let a fraction $\alpha$ of the arriving atoms stick. Equilibrium demands that as many evaporate as stick, so the wall emits $\alpha\Phi(T)$. We assume that it does so also when the vapour is out of equilibrium, and that emitted and reflected atoms both leave with the cosine distribution.

**The arriving flux is uniform.** Consider two small parts of the wall joined by a chord of length $d$. The chord makes the same angle $\chi$ with the inward normal at both ends, because the two radii and the chord form an isosceles triangle. That triangle also gives $d=2R\cos\chi$. Of the atoms leaving one point, the fraction that arrives per unit area at the other is

$$\frac{\cos\chi\cos\chi}{\pi d^2}=\frac{\cos^2\chi}{4\pi R^2\cos^2\chi}=\frac1{4\pi R^2}.$$

It is the same for all pairs of points. Whatever the pattern of emission, each part of the wall receives the same flux $I$, equal to the mean of the outgoing flux over the sphere.

Surface diffusion moves a spherical void at a speed proportional to $1/R$, and in an empty void every part of the wall receives the same flux of vapour atoms. What remains is to find the speed due to vapour, in an empty and in a gas-filled void, and to compare these routes with drift and shrinkage through the lattice.
